# Mixed Energies Can Approach the Ground State from Below

A projector Monte Carlo run produces an energy at each imaginary time, and someone must decide which value to report. If every value were an upper bound to the ground-state energy, the lowest one, apart from statistical noise, would be the best. One could also rank trial states by the energies they give and, if in addition the curve could only fall, treat a late rise as a sign of trouble. All three rules can fail for the mixed energy when the state on the left differs from the state that is propagated. A chain of three sites shows this without sampling noise, time-step error or a sign problem.

## The quantity and the belief

Let $H$ be a real symmetric matrix, $|R\rangle$ the real initial state and $|L\rangle$ the real left state, often called the trial state. Neither needs to be normalized. With $\hbar=1$, the mixed energy after total imaginary time $\beta$ is

$$
E_{\rm mix}(\beta)=\frac{\langle L|H e^{-\beta H}|R\rangle}{\langle L|e^{-\beta H}|R\rangle}. \tag{1}
$$

It is defined wherever the denominator, called the overlap below, is nonzero.

The belief that $E_{\rm mix}$ lies above the ground energy $E_0$ borrows from the variational principle. That principle concerns $\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle$, with the same state on both sides. Equation (1) has $\langle L|$ on one side and $e^{-\beta H}|R\rangle$ on the other, so the principle does not apply to it directly. Some choices of $L$ and $R$ restore the bound, and others do not.

## A three-site counter-example

One particle hops between neighbouring sites of an open chain with amplitude $-t$, where $t>0$:

$$
H=-t\begin{pmatrix}0&1&0\\1&0&1\\0&1&0\end{pmatrix},\qquad
L=(3,1,1),\qquad R=(1,1,3).
$$

Energies are in units of $t$ and imaginary times in units of $1/t$. The two states are mirror images, so they have the same variational energy. For $L$ it is $-2t(3\cdot1+1\cdot1)/(9+1+1)=-8t/11=-0.727\,t$. Neither state is better than the other by that measure.

**Levels and weights.** The normalized eigenvectors are

$$
|0\rangle=\tfrac12(1,\sqrt2,1),\quad
|1\rangle=\tfrac1{\sqrt2}(1,0,-1),\quad
|2\rangle=\tfrac12(1,-\sqrt2,1),
$$

with energies $-\sqrt2\,t$, $0$ and $\sqrt2\,t$. For instance, the first component of $H|0\rangle$ is $-t\sqrt2/2=(-\sqrt2\,t)\tfrac12$, and the second is $-t(\tfrac12+\tfrac12)=(-\sqrt2\,t)\tfrac{\sqrt2}{2}$. The third equals the first by symmetry. The other two vectors are checked in the same way.

Each level enters (1) through the product $w_n=\langle L|n\rangle\langle n|R\rangle$. The overlaps with the ground state are both $(4+\sqrt2)/2$, and those with $|2\rangle$ are both $(4-\sqrt2)/2$. For the middle level, $\langle L|1\rangle=(3-1)/\sqrt2=\sqrt2$, but $\langle 1|R\rangle=(1-3)/\sqrt2=-\sqrt2$. Therefore

$$
w_0=\frac{9+4\sqrt2}{2}=7.328,\qquad w_1=-2,\qquad w_2=\frac{9-4\sqrt2}{2}=1.672. \tag{2}
$$

The negative $w_1$ arises because $L$ leans to the left end of the chain and $R$ to the right end.

**The error in closed form.** Inserting $\sum_n|n\rangle\langle n|=1$ in (1) gives

$$
E_{\rm mix}-E_0=\frac{\sum_n w_n(E_n-E_0)e^{-\beta E_n}}{\sum_n w_n e^{-\beta E_n}}.
$$

Multiply numerator and denominator by $e^{\beta E_0}$ and define $x=e^{-\sqrt2\,\beta t}$. The excitation energies are $\sqrt2\,t$ and $2\sqrt2\,t$, so their exponentials are $x$ and $x^2$:

$$
E_{\rm mix}-E_0=\sqrt2\,t\;\frac{w_1x+2w_2x^2}{w_0+w_1x+w_2x^2}. \tag{3}
$$

As $\beta$ runs from $0$ to $\infty$, $x$ falls from $1$ to $0$. The denominator is at least $w_0-2>0$ on this interval, so the energy has no singularity.

**Start.** Directly from the vectors, $\langle L|R\rangle=3+1+3=7$ and $\langle L|H|R\rangle=-t(3\cdot1+1\cdot1+1\cdot3+1\cdot1)=-8t$. The initial mixed energy is $-8t/7=-1.143\,t$, which is $0.271\,t$ above $E_0=-1.414\,t$. The run begins as the belief would have it.

**Crossing.** The numerator of (3) is $x(w_1+2w_2x)$. For $x>0$ it vanishes at $x=-w_1/(2w_2)=1/w_2=0.598$, so

$$
\beta_{\rm cross}=\frac{\ln w_2}{\sqrt2\,t}=\frac{0.363}{t}.
$$

For all later times $x<1/w_2$, the numerator is negative, and the mixed energy lies below $E_0$.

**Minimum.** Write the fraction in (3) as $N/D$. Its derivative with respect to $x$ has the sign of $N'D-ND'$, where

$$
\begin{aligned}
N'D&=(w_1+4w_2x)(w_0+w_1x+w_2x^2)\\
&=w_0w_1+w_1^2x+4w_0w_2x+5w_1w_2x^2+4w_2^2x^3,\\
ND'&=(w_1x+2w_2x^2)(w_1+2w_2x)\\
&=w_1^2x+4w_1w_2x^2+4w_2^2x^3.
\end{aligned}
$$

Subtracting,

$$
N'D-ND'=w_0w_1+4w_0w_2x+w_1w_2x^2. \tag{4}
$$

Set this to zero with $w_1=-2$ and divide by $-2$, which gives $w_2x^2-2w_0w_2x+w_0=0$. Multiply by $w_2$, put $y=w_2x$, and use $w_0w_2=(81-32)/4=49/4$:

$$
y^2-\frac{49}{2}y+\frac{49}{4}=0,\qquad
y=\frac{49\pm21\sqrt5}{4}.
$$

The upper sign gives $x>1$, which is not reached for $\beta\ge0$. The lower sign gives

$$
x_{\min}=\frac{49-21\sqrt5}{4w_2}=0.3055,\qquad
\beta_{\min}=-\frac{\ln x_{\min}}{\sqrt2\,t}=\frac{0.839}{t}.
$$

At $x=0$ expression (4) equals $w_0w_1<0$, so the error falls with increasing $x$ below $x_{\min}$ and rises above it. The stationary point is therefore a minimum. With $x_{\min}^2=0.0933$, equation (3) gives

$$
E_{\rm mix}-E_0=\sqrt2\,t\;\frac{-0.6110+0.3120}{7.3284-0.6110+0.1560}=-0.0615\,t.
$$

The mixed energy there is $-1.476\,t$, too low by about 4% of $|E_0|$. Afterwards it rises towards $E_0$ from below. Reporting the lowest point of the curve would select its largest error below $E_0$.

The curve is also flat at the minimum, so a short stretch of constant energy does not prove convergence.

## Why positive walkers do not help

This model has no sign problem. All elements of $-H$ are nonnegative, and in the series $e^{-\beta H}=1+\beta(-H)+\tfrac12\beta^2(-H)^2+\dots$ the zeroth, first and second orders connect each site to itself, to its neighbours and to the opposite end. For $\beta>0$ every element of $e^{-\beta H}$ is therefore positive. So are all components of $L$ and $R$.

Let $v=e^{-\beta H}R$. Since $H$ is symmetric and commutes with $e^{-\beta H}$, it can act to the left in (1):

$$
E_{\rm mix}=\sum_i p_i\,\varepsilon_i,\qquad
p_i=\frac{L_iv_i}{\sum_jL_jv_j},\qquad
\varepsilon_i=\frac{(HL)_i}{L_i}. \tag{5}
$$

The $p_i$ are true probabilities, and a walker on site $i$ contributes the local energy $\varepsilon_i$. Here $HL=-t(1,4,1)$, so the local energies are $-t/3$, $-4t$ and $-t$. At $\beta_{\min}$ the probabilities are $0.4838$, $0.2661$ and $0.2501$, and

$$
E_{\rm mix}=-t\,(0.4838/3+4\times0.2661+0.2501)\approx-1.476\,t.
$$

An average with positive weights cannot fall below the smallest local energy, which is $-4t$. Nothing in (5) prevents it from falling below $E_0$.

The spectral weights show the mechanism. The first excited level has energy zero in this model, so it adds nothing to the numerator of (1). It does add $w_1=-2$ to the overlap. A negative numerator is then divided by a smaller positive number, and the ratio becomes more negative. This wording relies on the zero of energy lying at that level. Independently of the zero, $E_{\rm mix}$ is a weighted average of the levels, and taking weight away from a level above the average lowers it as long as the total weight stays positive. At early times the positive $w_2$ term outweighs this effect; it decays twice as fast and later loses.

The role of $w_1$ can be isolated by replacing $L$ by its mirror-even part $(2,1,2)$. The removed part, $(1,0,-1)$, is proportional to $|1\rangle$, so $w_0$ and $w_2$ stay as they were and $w_1$ becomes zero. Equation (3) reduces to

$$
E_{\rm mix}-E_0=\frac{2\sqrt2\,t\,w_2x^2}{w_0+w_2x^2}>0,
$$

and the approach is from above. At the time of the former minimum the energy is now $-1.355\,t$.

## The correct general statement

Let $H$ be a real symmetric matrix of finite dimension with a nondegenerate ground level. Let $E_n$ be its distinct levels in increasing order and $\Delta_n=E_n-E_0$. For a degenerate excited level, let $w_n$ be the sum of $\langle L|n,a\rangle\langle n,a|R\rangle$ over its orthonormal states $a$. Assume $w_0\ne0$. Then:

1. $E_{\rm mix}(\beta)\to E_0$ as $\beta\to\infty$. If $k$ is the lowest excited level with $w_k\neq0$, the approach is from above for $w_k/w_0>0$ and from below for $w_k/w_0<0$. If there is no such level, $E_{\rm mix}=E_0$ at every $\beta$.
2. If $w_n/w_0\ge0$ for every $n$, then $E_{\rm mix}(\beta)\ge E_0$ and $E_{\rm mix}$ never increases with $\beta$, for all $\beta\ge0$.
3. The condition in part 2 holds for $L=R$, and more generally for $L=f(H)R$ with $f$ positive on the spectrum.

The condition in part 2 is sufficient. It is not necessary for a late approach from above, which by part 1 depends on the sign of one ratio.

**Proof of part 1.** The steps that led to (3) give, for any number of levels,

$$
E_{\rm mix}-E_0=\frac{\sum_{n\ge1}w_n\Delta_ne^{-\beta\Delta_n}}{w_0+\sum_{n\ge1}w_ne^{-\beta\Delta_n}}. \tag{6}
$$

If all excited weights vanish, the right side is zero. Otherwise, take the first nonzero term out of the numerator and $w_0$ out of the denominator:

$$
E_{\rm mix}-E_0=\frac{w_k}{w_0}\Delta_ke^{-\beta\Delta_k}\;
\frac{1+\sum_{n>k}\dfrac{w_n\Delta_n}{w_k\Delta_k}e^{-\beta(\Delta_n-\Delta_k)}}
{1+\sum_{n\ge k}\dfrac{w_n}{w_0}e^{-\beta\Delta_n}}. \tag{7}
$$

Every exponent in the two sums is negative and every sum is finite, so the last fraction tends to $1$. From some $\beta$ onwards it is positive, and the error has the sign of $w_k/w_0$. ∎

**Proof of part 2.** Divide numerator and denominator of (6) by $w_0$. The numerator is then a sum of nonnegative terms and the denominator is at least $1$, so the error is nonnegative. For the slope, define $Z(\beta)=\langle L|e^{-\beta H}|R\rangle=\sum_nw_ne^{-\beta E_n}$. Each derivative with respect to $\beta$ brings down a factor $-H$, so $E_{\rm mix}=-Z'/Z$ and

$$
\frac{dE_{\rm mix}}{d\beta}=-\frac{Z''}{Z}+\left(\frac{Z'}{Z}\right)^2
=-\left(\langle H^2\rangle_{\rm mix}-\langle H\rangle_{\rm mix}^2\right), \tag{8}
$$

where $\langle A\rangle_{\rm mix}=\langle L|A\,e^{-\beta H}|R\rangle/Z$. With $q_n=w_ne^{-\beta E_n}/Z$, which sum to $1$, the bracket equals $\sum_nq_n(E_n-E_{\rm mix})^2$. If all $w_n/w_0\ge0$, then all $q_n\ge0$, the bracket is a true variance, and the slope is zero or negative. ∎

**Proof of part 3.** For $L=f(H)R$, every eigenstate of level $n$ gives $\langle L|n,a\rangle=f(E_n)\langle R|n,a\rangle$. Hence $w_n=f(E_n)\sum_a\langle n,a|R\rangle^2\ge0$, and $w_0>0$ because it is nonzero by assumption. The choice $f=1$ is $L=R$. ∎

Equation (8) holds for weights of any sign, provided $Z\ne0$. With mixed signs, some $q_n$ are negative and the "variance" can be negative too. In the three-site chain it is $-0.0267\,t^2$ at $\beta=2/t$, and the energy rises there at the rate $0.0267\,t^2$. A negative mixed variance is thus no proof of a programming fault. It must not be confused with the variance of the local energies, $\sum_ip_i(\varepsilon_i-E_{\rm mix})^2$ with $p_i$ and $\varepsilon_i$ from (5), which is a different quantity and cannot be negative when the $p_i$ are positive.

## Two levels, and a vanishing overlap

Two levels already suffice for an energy below $E_0$. Equation (6) becomes $w_1\Delta_1x/(w_0+w_1x)$ with $x=e^{-\beta\Delta_1}$. While the overlap keeps the sign of $w_0$, the error keeps the sign of $w_1/w_0$, so there is no smooth crossing. For two sites with hopping $-t$, $L=(3,1)$ and $R=(1,3)$, the initial value is $-t(9+1)/(3+3)=-1.667\,t$, while $E_0=-t$. The curve is below from the start. The third level in the chain is what permits a start above $E_0$ followed by a smooth crossing.

If $w_1/w_0<-1$ in the two-level case, the overlap vanishes at $x=-w_0/w_1$ and the mixed energy diverges there. Before that time the error is positive; after it, negative. In the three-site chain the positive overlap excludes such a divergence.

## What can be used as a bound

One remedy is to use the same state on both sides. Another way to see why this works is to form the ordinary expectation value in the projected state $e^{-\beta H}|R\rangle$:

$$
E_{\rm proj}(\beta)=\frac{\langle R|e^{-\beta H}He^{-\beta H}|R\rangle}{\langle R|e^{-2\beta H}|R\rangle}
=\frac{\langle R|He^{-2\beta H}|R\rangle}{\langle R|e^{-2\beta H}|R\rangle}. \tag{9}
$$

The second form follows because $H$ commutes with its exponential. It is the mixed energy for $L=R$ at total time $2\beta$. The first form obeys the variational principle. A mixed energy below $E_0$, by contrast, is not the expectation value of $H$ in any state.

The errors $E-E_0$ in the chain, in units of $t$, are:

| $\beta t$ | $L\ne R$ | $L=R$ | projected state |
|---:|---:|---:|---:|
| 0.0 | 0.2714 | 0.6869 | 0.6869 |
| 0.5 | −0.0363 | 0.2917 | 0.1222 |
| 1.0 | −0.0588 | 0.1222 | 0.0246 |
| 2.0 | −0.0209 | 0.0246 | 0.0014 |
| 4.0 | −0.0013 | 0.0014 | 0.0000 |

The last column repeats the third at doubled time, as (9) requires. Its final entry is small, not zero: the printed value is $5\times10^{-6}\,t$.

For $L=R=(1,1,3)$ the first two weights are $w_0$ as before and $\langle1|R\rangle^2=+2$. By (7) the leading late errors of the second and third columns are therefore equal in size and opposite in sign. At $\beta=8/t$ they are $-4.710\times10^{-6}\,t$ and $+4.710\times10^{-6}\,t$.

A bound need not be the closer estimate. At $\beta=1/t$ the different-state energy is off by $0.059\,t$ and the equal-state energy by $0.122\,t$. What the equal-state value offers is a known sign of the error. With different states, the remaining error should be judged from its decay at late times, with either sign allowed in any extrapolation. A single decaying exponential describes the error only once the next terms are negligible, which in (3) requires $2w_2x\ll|w_1|$, well past the minimum; a fit to earlier times can mislead. Neither the lowest point of a curve nor the lower of two curves identifies the better result. At $\beta_{\min}$, for instance, $L=(3,1,1)$ gives $-1.476\,t$, an error of $-0.0615\,t$, while its even part $(2,1,2)$ gives $-1.355\,t$, an error of $+0.0590\,t$. The lower value is the farther from $E_0$, and it comes from the state with the worse variational energy: $-0.727\,t$ against $-2t(2\cdot1+1\cdot2)/(4+1+4)=-8t/9=-0.889\,t$.

These statements concern exact projection by $e^{-\beta H}$. Sampling noise can put an individual estimate on either side of its mean. A time-step error or a constraint on the walkers changes the propagator itself, and the proofs above then do not carry over without a separate argument. The numerical check compares the closed forms with direct matrix exponentials and tests the bound for $L=R$ and $L=f(H)R$ on random symmetric matrices.

## Table of computed values

```
Three-site chain; energies in t, imaginary times in 1/t
Left state L (unnormalized): [3. 1. 1.]
Initial state R (unnormalized): [1. 1. 3.]
Levels (t): -1.414214 -0.000000 1.414214
First gap (t): 1.414214
Weights w0 w1 w2 (no unit): 7.328427 -2.000000 1.671573
Overlap <L|R> (no unit): 7.000000
Matrix element <L|H|R> (t): -8.000000
Variational energy of L (t): -0.727273
Variational energy of R (t): -0.727273
Initial mixed energy (t): -1.142857
Crossing time (1/t): 0.363287
x at crossing (no unit): 0.598239
Time of minimum (1/t): 0.838522
x at minimum (no unit): 0.305487
Mixed energy at minimum (t): -1.475730
Error at minimum (t): -0.061516
Local energies, sites 1-3 (t): -0.333333 -4.000000 -1.000000
Walker probabilities at minimum: 0.483772 0.266081 0.250146
Equal-state mixed energy at that time (t): -1.252978
Projected-state energy at that time (t): -1.373690
Even left state: [2. 1. 2.]
Even-left mixed energy at that time (t): -1.355262
Mixed variance at beta = 2/t (t^2): -0.026725
Errors E-E0 (t): beta, different L/R, equal states, projected state
 0.0    0.271356    0.686941    0.686941
 0.5   -0.036329    0.291717    0.122208
 1.0   -0.058809    0.122208    0.024649
 2.0   -0.020878    0.024649    0.001355
 3.0   -0.005434    0.005657    0.000080
 4.0   -0.001342    0.001355    0.000005
Late-time check at beta (1/t): 8.0
  error, different L/R (t): -4.710268e-06
  error, equal states (t): 4.710429e-06
  leading formula, different L/R (t): -4.710349e-06
Two-site states L, R: [3. 1.] [1. 3.]
Two-site ground energy (t): -1.000000
Two-site initial mixed energy (t): -1.666667
```
